# Why single-branch time-ordered perturbation theory fails after a quench

## Definitions and conventions

Set $\hbar=1$. A closed system has the Hamiltonian $H(t)=H_0+V(t)$, with $V=0$ at the initial time $t_i$ and at the final time $T$. It starts in the nondegenerate ground state $|0\rangle$ of $H_0$; the other eigenstates are $|n\rangle$. Let $U(t,t')$ be the full evolution operator. In the interaction picture

$$U_I(t,t')=e^{iH_0t}U(t,t')e^{-iH_0t'},\qquad O_I(t)=e^{iH_0t}Oe^{-iH_0t},\qquad S=U_I(T,t_i).$$

The Heisenberg operator is $O_H(t)=U_I^\dagger(t,t_i)\,O_I(t)\,U_I(t,t_i)$. Let $X$ be one such operator or a time-ordered product of several, and write $\langle X\rangle=\langle0|X|0\rangle$. (The phase that $|0\rangle$ acquires from $e^{iH_0t_i}$ cancels.)

For a single operator, $S=U_I(T,t)U_I(t,t_i)$ gives

$$S\,O_H(t)=U_I(T,t)\,O_I(t)\,U_I(t,t_i)=\mathcal T[S\,O_I(t)].$$

The symbol $\mathcal T$ places the factors of $V_I$ contained in $S$ before or after $O_I$ according to their times. A product works in the same way, so $SX=\mathcal T[SX_I]$. Since $S^\dagger S=1$,

$$\langle X\rangle=\langle0|S^\dagger\,\mathcal T[SX_I]|0\rangle. \tag{1}$$

The factor $\mathcal T[SX_I]$ is the forward branch, and $S^\dagger$ is the backward branch. The single-branch rule replaces (1) by

$$R_0=\frac{\langle0|\mathcal T[SX_I]|0\rangle}{\langle0|S|0\rangle}. \tag{2}$$

If $S|0\rangle=e^{iL}|0\rangle$ with $L$ real, then also $S^\dagger|0\rangle=e^{-iL}|0\rangle$, that is, $\langle0|S=e^{iL}\langle0|$. The phase cancels in (2) and $R_0=\langle X\rangle$. The question is what happens when the final state is something else.

## The contributions that the rule drops

Insert $\sum_n|n\rangle\langle n|=1$ after $S^\dagger$ in (1). With $P_n=|\langle n|S|0\rangle|^2$,

$$\langle X\rangle=\sum_n\langle n|S|0\rangle^*\,\langle n|SX|0\rangle=\sum_nP_nR_n,\qquad R_n=\frac{\langle n|SX|0\rangle}{\langle n|S|0\rangle}. \tag{3}$$

A term with $\langle n|S|0\rangle=0$ contributes nothing. Each $R_n$ is a ratio of amplitudes attached to the final outcome $|n\rangle$ (a weak value); below it is called a conditioned value. It can be complex, and it is not the mean of a projective measurement of $X$ among the runs that end in $|n\rangle$. The single-branch rule keeps $R_0$, gives it weight one instead of $P_0$, and drops the rest.

To size the error, assume $P_0\neq0$ and define

$$\langle\delta|=\frac{\langle0|S}{\langle0|S|0\rangle}-\langle0|,\qquad R_0-\langle X\rangle=\langle\delta|X|0\rangle .$$

Two properties follow directly. First, $\langle\delta|0\rangle=1-1=0$. Second, because $SS^\dagger=1$,

$$\langle\delta|\delta\rangle=\frac1{P_0}-1-1+1=\frac{1-P_0}{P_0}.$$

Now split $X|0\rangle=\langle X\rangle|0\rangle+|\chi\rangle$ with $\langle0|\chi\rangle=0$. The squared norm of the second part is $\langle\chi|\chi\rangle=\langle X^\dagger X\rangle-|\langle X\rangle|^2$. The first part drops out of the error, and the Cauchy–Schwarz inequality gives

$$|R_0-\langle X\rangle|\le\sqrt{\frac{1-P_0}{P_0}}\;\sqrt{\langle X^\dagger X\rangle-|\langle X\rangle|^2}. \tag{4}$$

With two levels, the space orthogonal to $|0\rangle$ has one dimension. Then $\delta$ and $\chi$ are parallel and (4) is an equality. For more levels it is a bound, reached only when $\chi$ is parallel to $\delta$. In one sample of 200 random five-level evolutions with random observables, the largest ratio of error to bound was 0.930; this number changes from sample to sample.

The error vanishes for every $X$ if and only if $\delta=0$, because operators at a single time already make $X$ arbitrary. That means $P_0=1$, so $S|0\rangle$ is $|0\rangle$ times a phase. This condition is therefore necessary as well as sufficient.

## A driven two-level system

Take

$$H(t)=-\frac{\Delta}{2}\sigma_z-\frac W2f(t)\sigma_x,\qquad \sigma_z|0\rangle=|0\rangle,\quad \sigma_z|1\rangle=-|1\rangle,$$

with $\Delta>0$ and $W>0$. The quench is a jump of $f$ from 0 to 1 at $t=0$. While $f=1$,

$$H=-\frac E2N,\quad N=\cos\theta\,\sigma_z+\sin\theta\,\sigma_x,\quad E=\sqrt{\Delta^2+W^2},\quad\tan\theta=\frac W\Delta .$$

The example uses round model parameters, $\Delta=1$ and $W=0.75$. Then $E=1.25$, $\sin\theta=0.6$, $\cos\theta=0.8$ and $\tan(\theta/2)=1/3$. Times are in units of $\hbar/\Delta$, and the precession period is $2\pi/E=5.03$. The observable is $\sigma_x$.

### Sudden start and sudden removal

Let the coupling be removed suddenly at $\tau$. Since $N^2=1$, the exponential series separates into even and odd powers:

$$U(\tau,0)=e^{iEN\tau/2}=\cos\frac{E\tau}2+iN\sin\frac{E\tau}2 .$$

Acting on $|0\rangle$, this gives the final amplitudes

$$a_0=\cos\frac{E\tau}2+i\cos\theta\sin\frac{E\tau}2,\qquad a_1=i\sin\theta\sin\frac{E\tau}2 .$$

For $\tau=4$ the angle is $E\tau/2=2.5$ rad, so $a_0=-0.801+0.479i$ and $a_1=0.359i$. Hence $P_1=0.359^2=0.129$. The interaction picture changes the phases of $a_0$ and $a_1$, not their magnitudes. The final state has a component on $|1\rangle$ and is not the initial state times a phase.

There is an exception. If $E\tau=2\pi k$ with integer $k$, then $U=(-1)^k$ and the state returns up to a sign. The single-branch rule is then correct, although the start was sudden. A quench thus removes the guarantee behind the rule, and the rule can survive at special pulse lengths.

### Sudden start and slow removal

One might blame the sudden removal. To isolate the start, hold the coupling and then remove it slowly. The eigenstates at $f=1$, with energies $-E/2$ and $+E/2$, are

$$|e_0\rangle=c|0\rangle+s|1\rangle,\quad|e_1\rangle=-s|0\rangle+c|1\rangle,\qquad c=\cos\frac\theta2,\; s=\sin\frac\theta2 .$$

Inverting, $|0\rangle=c|e_0\rangle-s|e_1\rangle$. During removal the gap is $\sqrt{\Delta^2+W^2f^2}\ge\Delta$ and never closes. By the adiabatic theorem $|e_0\rangle$ goes to $|0\rangle$ and $|e_1\rangle$ to $|1\rangle$, each with a phase, and the populations are kept:

$$P_1=s^2=\frac{1-\cos\theta}2=0.1 .$$

In this limit $P_1$ does not depend on the holding time. Slow removal preserves the excitation that the quench created.

The true average and the conditioned values can now be found. At time $t$ after the quench,

$$|\psi(t)\rangle=c\,e^{iEt/2}|e_0\rangle-s\,e^{-iEt/2}|e_1\rangle .$$

The matrix elements are $\langle e_0|\sigma_x|e_0\rangle=2cs=\sin\theta$, $\langle e_1|\sigma_x|e_1\rangle=-\sin\theta$ and $\langle e_0|\sigma_x|e_1\rangle=c^2-s^2=\cos\theta$. Therefore

$$\langle\sigma_x\rangle=(c^2-s^2)\sin\theta-2cs\cos\theta\cos Et=\sin\theta\cos\theta\,(1-\cos Et). \tag{5}$$

For the single-branch value, slow removal gives $\langle0|U(T,t)=e^{i\varphi}\langle e_0|$. The phase cancels between numerator and denominator:

$$R_0=\frac{\langle e_0|\sigma_x|\psi\rangle}{\langle e_0|\psi\rangle}=\sin\theta-\tan\frac\theta2\cos\theta\,e^{-iEt}. \tag{6}$$

The same calculation with $\langle e_1|$ gives $R_1=-\sin\theta-\cot(\theta/2)\cos\theta\,e^{iEt}$.

The two contributions in (3) can be weighed at three times, with $P_0=0.9$ and $P_1=0.1$:

- At $t=0$, $0.9(0.333)+0.1(-3.000)=0$. The true value is 0; the rule gives 0.333.
- At a quarter period, $t=1.26$, $0.9(0.600+0.267i)+0.1(-0.600-2.400i)=0.480$. The rule gives the complex number $0.600+0.267i$.
- At half a period, $t=2.51$, $0.9(0.867)+0.1(1.800)=0.960$. The rule gives 0.867.

The dropped outcome has a probability of only 0.1, but its conditioned value is large. $R_1$ can lie outside the range $[-1,1]$ of the eigenvalues of $\sigma_x$ because it is a ratio of amplitudes and not an ordinary average. The small denominator $\langle e_1|\psi\rangle$, of magnitude $s$, makes it large here, but a small denominator is not needed to leave the range: for $W=\sqrt3\,\Delta$, equation (6) gives $R_0=1.155$ at half a period with $P_0=0.75$.

Equation (4) accounts for the sizes. Here $\sqrt{P_1/P_0}=\tan(\theta/2)=1/3$, and $\sigma_x^2=1$ makes the spread $\sqrt{1-\langle\sigma_x\rangle^2}$. The three spreads are 1.000, 0.877 and 0.280, so the absolute errors are 0.333, 0.292 and 0.093. The error is smallest at half a period because the state is then close to an eigenstate of $\sigma_x$.

### Slow start and slow removal

If the coupling is also switched on slowly, the system follows $|e_0\rangle$ and returns to $|0\rangle$ with a phase. With ramps of duration 200, $P_1$ is about $10^{-11}$, and both the true and the single-branch values are 0.600, which is $\sin\theta$.

The next table keeps the holding time at 4 and varies the ramp duration $d$. The ramp has the form $g(x)=x^3(10-15x+6x^2)$ with $0\le x\le1$, rising as $f=g$ and falling as $f=1-g$. In the last column both ramps have duration $d$.

| $d$ | $P_1$, sudden start | $P_1$, ramped start |
|---:|---:|---:|
| 0 | 0.129 | 0.129 |
| 2 | 0.0008 | 0.102 |
| 5 | 0.160 | 0.048 |
| 20 | 0.102 | $3.5\times10^{-5}$ |
| 200 | 0.100 | $1.3\times10^{-11}$ |

The small entry 0.0008 is an interference effect. Let $q$ be the probability that the removal ramp alone takes $|e_0\rangle$ to $|1\rangle$; by unitarity it takes $|e_1\rangle$ to $|1\rangle$ with probability $1-q$. The final amplitude on $|1\rangle$ is then a sum of two terms of magnitude $c\sqrt q$ and $s\sqrt{1-q}$. They cannot both be small, so a small $P_1$ requires them to nearly cancel. As removal becomes slow, $q\to0$ and $s^2=0.1$ remains.

## The failure at first order

The excitation probability is of second order in a weak coupling, which might suggest that first-order results are safe. For $\sigma_x$ they are not: its spread stays close to 1 at weak coupling, so by (4) the error scales as $\sqrt{P_1}$, which is of first order. For $\sigma_z$ the spread itself vanishes with the coupling, and the error is of second order.

To first order, $S=1-i\int V_I(t')\,dt'$ and $S^\dagger=1+i\int V_I(t')\,dt'$, with integrals from $t_i$ to $T$. Let $O=\sigma_x$, so that $\langle0|O|0\rangle=\langle0|V|0\rangle=0$. All averages below are in $|0\rangle$. Equation (1) gives two contributions:

$$\langle O\rangle^{(1)}=\underbrace{-i\int_{t_i}^{T}\!\langle\mathcal T\,V_I(t')O_I(t)\rangle dt'}_{\text{forward}}+\underbrace{i\int_{t_i}^{T}\!\langle V_I(t')O_I(t)\rangle dt'}_{\text{backward}}. \tag{7}$$

For $t'>t$, time ordering puts $V_I$ on the left and the two integrands cancel. For $t'<t$ they combine into a commutator:

$$\langle O\rangle^{(1)}=i\int_{t_i}^{t}\langle[V_I(t'),O_I(t)]\rangle dt' .$$

The backward branch thus removes the influence of the future. The single-branch rule keeps only the forward term; its denominator is 1 at this order because $\langle V_I\rangle=0$. Its error is minus the backward term. With $V=-(W/2)f\sigma_x$ and $\langle\sigma_{x,I}(t')\sigma_{x,I}(t)\rangle=e^{-i\Delta(t'-t)}$,

$$R_0^{(1)}-\langle\sigma_x\rangle^{(1)}=\frac{iW}2e^{i\Delta t}\int_{t_i}^{T}f(t')e^{-i\Delta t'}dt' . \tag{8}$$

The integral is the Fourier component of the drive at the gap frequency. Its complex conjugate sets the first-order excitation amplitude, so the error has the magnitude $\sqrt{P_1}$ at this order. For a start at $t=0$, integration by parts isolates the edges:

$$\int_0^Tf e^{-i\Delta t'}dt'=\frac1{i\Delta}\left[f(0^+)-f(T^-)e^{-i\Delta T}+\int_0^Tf'(t')e^{-i\Delta t'}dt'\right].$$

Here $f'$ is the slope between the edges.

- **Sudden start.** It contributes $(W/2\Delta)e^{i\Delta t}$ to the error, of magnitude 0.375. The full error at $t=0$ is 0.333, so first order overestimates it by about one eighth of the full value.
- **Sudden removal.** At $T=\tau$ it contributes a term of equal magnitude, with relative factor $-e^{-i\Delta\tau}$. The two edges can add or cancel.
- **Smooth ramp.** A long ramp replaces a sudden edge by the integral over $f'$. Another integration by parts shows that this vanishes at least as fast as the inverse ramp duration.

## Higher orders and the influence of the future

For the sudden pulse with $\tau=4$, the numerator and denominator of (2) were each summed through a given order in $W$, as was the two-branch expression (1). At the quarter period $t=\pi/(2E)=1.2566$:

| Order | Single branch | Two branches |
|---:|---:|---:|
| 1 | $0.980+0.502i$ | 0.518 |
| 3 | $0.714-0.016i$ | 0.479 |
| 5 | $0.824+0.045i$ | 0.480 |
| 25 | $0.815+0.039i$ | 0.480 |

The first-order difference is $0.462+0.502i$, of magnitude 0.682. Equation (8) predicts $(W/2\Delta)|1-e^{-i\Delta\tau}|=0.75\,|\sin2|=0.682$.

Both calculations converge. The order-$n$ term of $S$ is bounded by $(W\tau/2)^n/n!$, so the sums approach the full expressions (1) and (2). This argument covers numerator and denominator summed separately. If the ratio (2) is itself expanded in $W$, the series converges only up to the nearest complex zero of $\langle0|S|0\rangle$, at $|W|\approx0.94$ for this pulse. The single-branch calculation converges to $R_0$, which is a different quantity from the average. More orders do not repair it.

Its dependence on later events can be seen by fixing everything up to the quarter period $t=1.2566$ and changing what follows. The true value is 0.480 in each case, since it contains only $U(t,t_i)$. The single-branch value is $0.600+0.267i$ if the coupling is held until 4 and then removed slowly, $0.815+0.039i$ if it is removed suddenly at 4, and 0.480 if it is removed suddenly after one full period. The last agreement is the exception found above.

## What the backward branch restores

The remedy is to keep $S^\dagger$ in (1) and expand it too. Operators are then ordered along a contour that runs from $t_i$ to $T$ and back. Two operators on the forward branch give a time-ordered correlator. If one lies on the backward branch, it stands to the left whatever its time, as $V_I$ does in the second term of (7). Such fixed-order correlators are the greater and lesser functions of the nonequilibrium formalism. Two operators on the backward branch give an anti-time-ordered correlator. The expansion needs all of these beside the time-ordered function.

Green's functions themselves suffer the same failure if computed on one branch. For the quench with slow removal, take $X=\sigma_{x,H}(t_2)\sigma_{x,H}(t_1)$ with $t_1=\pi/(2E)=1.2566$ and $t_2=\pi/E=2.5133$. The true correlator is $0.360-0.224i$; the single-branch value is $0.200-0.480i$. Since $X^\dagger X=1$, equation (4) gives the error as $\tfrac13\sqrt{1-|\langle X\rangle|^2}=0.302$, in agreement with the difference of the two values.

These numbers belong to a closed two-level model that starts in its ground state, without a bath or dephasing. Equations (1) to (4) hold for any closed system that starts in an eigenstate $|0\rangle$ of $H_0$, provided $P_0\ne0$ where $R_0$ is used. The remaining values are in the numerical output below.

## Table of computed values

```
gap = 1.00, coupling W = 0.75, E = 1.2500 (units of gap)
sin(theta) = 0.6000, cos(theta) = 0.8000, tan(theta/2) = 0.3333
precession period = 5.0265 hbar/gap
sudden pulse, length 4.0 hbar/gap:
  final amplitude on |0> = -0.8011 + 0.4788i
  final amplitude on |1> = -0.0000 + 0.3591i
  P0 = 0.8711, P1 = 0.1289
quench at t=0, hold 4.0, slow removal over 200 hbar/gap:
  t = 0.0000: true <sx> = 0.0000, single-branch = 0.3333 + 0.0000i
    |error| = 0.3333, spread of sx = 1.0000, R1 = -3.0000 + 0.0000i
  t = 1.2566: true <sx> = 0.4800, single-branch = 0.6000 + 0.2667i
    |error| = 0.2924, spread of sx = 0.8773, R1 = -0.6000 - 2.4000i
  t = 2.5133: true <sx> = 0.9600, single-branch = 0.8667 + 0.0000i
    |error| = 0.0933, spread of sx = 0.2800, R1 = 1.8000 + 0.0000i
  final P0 = 0.9000, P1 = 0.1000
slow on and slow off: true <sx> = 0.6000, single-branch = 0.6000 + 0.0000i, P1 = 1.3e-11
P1 against ramp duration (hbar/gap), hold 4.0:
      0: sudden start 0.1289, ramped start 1.29e-01
      2: sudden start 0.0008, ramped start 1.02e-01
      5: sudden start 0.1599, ramped start 4.77e-02
     20: sudden start 0.1017, ramped start 3.50e-05
    200: sudden start 0.1000, ramped start 1.33e-11
same past up to t = 1.2566, different later switching:
  slow removal after 4.0: true 0.4800, single-branch 0.6000 + 0.2667i
  sudden removal at 4.0: true 0.4800, single-branch 0.8153 + 0.0390i
  sudden removal at one full period: true 0.4800, single-branch 0.4800 + 0.0000i
first-order error, slow removal: W/(2 gap) = 0.3750; full error at t=0: 0.3333
series for the sudden pulse (length 4.0) at t = 1.2566:
  through order  1: single-branch 0.9798 + 0.5021i, two-branch 0.5182
  through order  3: single-branch 0.7141 - 0.0162i, two-branch 0.4788
  through order  5: single-branch 0.8239 + 0.0451i, two-branch 0.4800
  through order 25: single-branch 0.8153 + 0.0390i, two-branch 0.4800
correlator <T sx(2.5133) sx(1.2566)>:
  true 0.3600 - 0.2240i, single-branch 0.2000 - 0.4800i, |error| = 0.3019
five-level test, 200 cases: largest error/bound = 0.930
```
